Silylation with neighbour blocking: simulating the jamming coverage of a square lattice

Let silanols sit on a square lattice and be capped irreversibly, one at a time and at random, with every cap blocking its four nearest neighbours. The process stops with a fraction

θ_J ≈ 0.364

of the silanols capped. Simulation of 64 periodic lattices of 500 × 500 sites gives 0.36414 ± 0.00006, where the error is one standard error of the mean. A series for the infinite lattice, resummed from its first 13 terms, gives values between 0.36413 and 0.36428, which fixes three digits but not the fourth. The best ordered arrangement, a checkerboard, would reach 1/2. Random capping falls short because a badly placed cap is never corrected.

**1. Three silanols in a row**

The rules are these. Reagent molecules attempt each site independently at the same rate k. An attempt succeeds if the site and its nearest neighbours are all uncapped; otherwise nothing happens. Caps neither move nor detach.

Take three sites, L–M–R. The first attempt falls on each with probability 1/3. If it falls on M, both ends are blocked and the row finishes with one cap. If it falls on L or R, the middle is blocked, the other end stays free, and the row finishes with two. The mean number of caps is

(1/3)·1 + (2/3)·2 = 5/3.

The same reasoning works for any finite set of sites. Let F be the set of sites still free, let D(i) be site i with its neighbours, and let M(F) be the mean number of caps still to come. The next success is equally likely on each free site, so

M(F) = 1 + (1/|F|) Σ_{i∈F} M(F without D(i)),  M(∅) = 0.

For a 4 × 4 lattice with periodic edges this recursion, evaluated in rational arithmetic, gives a mean coverage of 509/1320 = 0.3856. The number of possible free sets grows too fast for large lattices, which is why one simulates.

**2. One arrival time per site**

The literal algorithm draws sites at random, with replacement, until none is free. Many draws are wasted: one run on 60 × 60 sites took 24264 draws for 3600 sites.

The waste can be removed. After its first attempt a site is either capped or has a capped neighbour. Both conditions are permanent, so later attempts on it change nothing. Only the order of first attempts matters.

The probability that a site has been attempted by time t is

x = 1 − exp(−kt).

Measured on this scale, the first-attempt time of each site is uniformly distributed between 0 and 1. We may therefore give every site one uniform random number, its arrival time, and process the sites in that order.

In the row of three, M is capped if both ends arrive later. If M arrives at x', this has probability (1 − x')². The probability that M is capped by x is

θ_M(x) = ∫₀ˣ (1 − x')² dx' = x − x² + x³/3,

which ends at 1/3, as it should.

**3. Capping many sites at once**

Here is a 3 × 3 patch with open edges, labelled by order of arrival:

3 2 1
7 5 8
4 9 6

In sequence, site 1 is capped and blocks 2 and 8. Site 2 fails. Site 3 is capped, because its neighbour 2 is not, and it blocks 7. Site 4 is capped and blocks 9. Sites 5 and 6 then find no capped neighbour and are capped. The caps are 1, 3, 4, 5 and 6.

Now look for sites that are earlier than all their neighbours. These are 1, 4 and 6. Cap them together and block 2, 7, 8 and 9. Among the undecided sites, 3 and 5 have no undecided neighbour left, so they are capped in a second round. The pattern is the same.

The general algorithm is:

1. Give every site a uniform arrival time and mark it undecided.
2. Find every undecided site that is earlier than all its undecided neighbours.
3. Cap these sites and mark their neighbours blocked.
4. Repeat from 2 until no site is undecided.
5. Count the caps, and average over independent lattices.

To see why this reproduces the sequential result, consider a site chosen in step 2. None of its decided neighbours is capped, since a capped neighbour would have blocked it. Its undecided neighbours all arrive later. At its own turn it therefore has no capped neighbour, and the sequential process caps it too. Its neighbours can then never be capped. The earliest undecided site on the lattice qualifies in every round, so a finite lattice is always completed.

One run also contains the whole history. The coverage θ(x) is the number of caps with arrival time below x, divided by the number of sites.

**4. What jamming alone permits**

In a jammed pattern each cap has four uncapped neighbours, and each uncapped site has between one and four capped neighbours. Count the cap–blocked pairs per lattice site. From the side of the caps the number is 4θ; from the side of the blocked sites it lies between 1 − θ and 4(1 − θ). Hence

1 − θ ≤ 4θ ≤ 4(1 − θ),  so  1/5 ≤ θ ≤ 1/2.

Both ends can be reached. The checkerboard gives 1/2; capping the sites for which (row + 2·column) is divisible by 5 gives 1/5. Jamming thus leaves a wide range open, and the value 0.364 is a property of the random order of arrival.

**5. An equation for the infinite lattice**

A second route to θ_J needs no random numbers. Let A be a set of sites, D(A) the set A together with all its nearest neighbours, and ∂A the sites of D(A) outside A. Let E(A) be the probability that D(A) contains no cap at time t.

This emptiness ends when some site j in D(A) is capped, which happens at rate k provided D(j) is empty too. If j lies in A, then D(j) is already part of D(A). If j lies in ∂A, the region that must be empty is D(A∪{j}). Therefore

dE(A)/dt = −k|A| E(A) − k Σ_{j∈∂A} E(A∪{j}).

If D(A) is empty, no site of A has been attempted, because the first such attempt would have succeeded. That contributes a factor (1 − x) per site of A, so we write

E(A) = (1 − x)^|A| q(A).

Here q(A) is the probability that D(A) is empty, given that no site of A has been attempted. Since dx/dt = k(1 − x), the product rule gives

dE(A)/dt = −k|A|(1 − x)^|A| q(A) + k(1 − x)^(|A|+1) dq(A)/dx.

The first term cancels the first term of the rate equation. Every term left carries k(1 − x)^(|A|+1), and dividing by it leaves

dq(A)/dx = −Σ_{j∈∂A} q(A∪{j}),  q(A) = 1 at x = 0.

For a single site, written 0, the capping rate is dθ/dt = kE({0}) = k(1 − x)q({0}). Division by dx/dt gives

dθ/dx = q({0}).

Each differentiation of q adds one perimeter site to the cluster and contributes one minus sign. At x = 0 every q equals 1, so the nth derivative of q({0}) there is (−1)ⁿ gₙ, where gₙ counts the ordered ways to grow a cluster from one site by n additions. Integrating the Taylor series gives

θ(x) = Σₙ (−1)ⁿ gₙ xⁿ⁺¹/(n+1)!.

The row of three shows how it works. From M one can grow in 1, 2 and 2 ways for n = 0, 1 and 2, so the final probability is 1 − 2/2 + 2/6 = 1/3. From L there is one way each time, giving 1 − 1/2 + 1/6 = 2/3. The total, 1/3 + 2·(2/3) = 5/3, is the earlier result.

On the square lattice g₀ = 1 and g₁ = 4. A pair of sites has 6 perimeter sites, so g₂ = 4·6 = 24. Of those six, two make a straight triple, with 8 perimeter sites, and four make a bent triple, with 7. Thus

g₃ = 4(2·8 + 4·7) = 176.

Enumerating the clusters by computer continues the list with g₄ = 1504, g₅ = 14560, and so on up to g₁₂.

**6. Where the series converges, and the tree**

A new site removes itself from the perimeter and adds at most three sites to it. A cluster of m sites therefore has at most 2m + 2 perimeter sites, and

gₙ ≤ 4·6·8···(2n+2) = 2ⁿ(n+1)!.

Because each q lies between 0 and 1, the remainder of the Taylor series of q({0}) at order n is at most gₙxⁿ/n! ≤ (n+1)(2x)ⁿ. This vanishes as n grows if x < 1/2, so the series is safe there. At x = 0.1 its sum is 0.08337, and the simulation gives 0.08327 ± 0.00006. Jamming, however, is at x = 1, where the last computed term alone is 206. The sum of the computed terms is useless there; whether the full series converges at x = 1 is not decided here.

A lattice without loops, a tree with four neighbours per site, shows how to proceed. There the perimeter is exactly 2m + 2, and q depends only on m:

dq_m/dx = −(2m+2) q_{m+1}.

The solution with q_m(0) = 1 is q_m = (1 + 2x)^−(m+1), as differentiation confirms. It is the only solution bounded by 0 and 1: the remainder argument excludes any other over an interval shorter than 1/2, and it can be restarted from any later x. Integrating q₁ = (1 + 2x)^−2 gives

θ_tree(x) = x/(1 + 2x),  θ_tree(1) = 1/3.

The tree series converges only for x < 1/2, because of the pole at x = −1/2. The function itself is smooth at x = 1. A ratio of polynomials passes the obstacle that stops a plain sum.

The first effect of loops is visible in g₃. The tree value is 4·6·8 = 192, against 176 on the square lattice. The 16 missing histories come from bent triples, in which two sites share a perimeter site. In θ this changes the x⁴ term by +16/24 = +2/3. At leading order, then, loops raise the coverage, and the simulated end value is indeed above 1/3.

**7. Resummation by hand and by computer**

Write θ/x = c₀ + c₁x + c₂x² + … with cₙ = (−1)ⁿgₙ/(n+1)!. The first five coefficients are

1, −2, 4, −22/3, 188/15.

A Padé approximant is a ratio of polynomials whose expansion reproduces the known coefficients. With linear numerator and denominator, matching the first three gives 1/(1 + 2x), the tree result. With quadratics, let the denominator be 1 + b₁x + b₂x². Multiplied by the series, it must leave no x³ or x⁴ term:

−22/3 + 4b₁ − 2b₂ = 0,
188/15 − (22/3)b₁ + 4b₂ = 0.

The first equation gives b₂ = 2b₁ − 11/3. Inserting this in the second gives (2/3)b₁ = 32/15, so b₁ = 16/5 and b₂ = 41/15. The numerator coefficients are c₁ + b₁ = 6/5 and c₂ + b₁c₁ + b₂ = 1/3. At x = 1,

θ_J ≈ (1 + 6/5 + 1/3)/(1 + 16/5 + 41/15) = 38/104 = 0.365.

Five coefficients and two linear equations thus come within about 0.001 of the simulated value.

With the coefficients up to g₁₂, six approximants of numerator and denominator degree 5 to 7 lie between 0.36413 and 0.36428 at x = 1. Their median is 0.36419. The spread indicates the uncertainty but does not bound it, since convergence of the approximants at x = 1 has not been proved here. The median differs from the simulated mean by 0.00005, less than one standard error. At x = 0.5 the two routes give 0.2562 and 0.2562; at x = 0.75 they give 0.3165 and 0.3165.

**8. How large a simulation is needed**

The variance of the jammed coverage between the 500 × 500 lattices, multiplied by the number of sites, is about 0.052; with only 64 lattices, this estimate is uncertain by nearly a fifth. If this product does not depend on lattice size, a single 60 × 60 lattice should scatter by

√(0.052/3600) ≈ 0.004.

The literal run mentioned above ended at 0.368, about one such deviation from the mean. For 64 lattices of 250000 sites the same formula gives √(0.052/16000000) ≈ 0.00006, the quoted standard error. One more decimal digit costs a hundred times as many sites.

The size of the lattice also matters in itself. The 4 × 4 periodic lattice has mean coverage 0.3856, clearly too high. For 2500 lattices of 20 × 20 sites the mean is 0.3641 ± 0.0002, with no shift visible at that precision. Beyond this size, total sampled area matters more than the size of each lattice.

**9. The last sites to react**

The coverage still missing at x is the integral of q({0}) from x to 1. Near the end q is nearly constant, so

θ_J − θ(t) ≈ q(1)(1 − x) = q(1) exp(−kt).

Padé approximants to the series of q give 0.177 at x = 0.99 and 0.176 at x = 1. The simulated slope of θ between x = 0.98 and 1 measures q near x = 0.99 and is 0.176, about 0.001 lower. The approximants run slightly high here, and q(1) is close to 0.175. The exponential has a simple origin. Late in the process a given site is still unattempted with probability exp(−kt), and two given neighbours both are with probability exp(−2kt). The remaining free sites are therefore mostly isolated, and each waits for its own first attempt without competition.

**10. Repair of a plasma-damaged dielectric**

Plasma radicals can strip methyl groups from porous organosilicate glass and leave silanols, which a silylating vapour converts to trimethylsilyl caps. Take (dimethylamino)trimethylsilane, of mass m = 117.27 u, at P = 1 Torr and T = 473 K. The other inputs are rough: n = 4 silanols per nm², a cap diameter of 0.65 nm, and a reaction probability s = 10⁻⁷ per impact, which is an assumed value.

The lattice spacing is 1/√4 = 0.50 nm and the diagonal distance 0.71 nm. The cap diameter lies between them, which is the condition for blocking nearest neighbours and no others. The jammed cap density is

0.364 × 4 nm⁻² = 1.46 nm⁻²,

and 2.54 silanols per nm² remain. Longer exposure cannot remove them in this model.

Kinetic theory gives the impact flux

Φ = P/√(2πm k_B T) = 1.49 × 10⁶ nm⁻² s⁻¹,

so k = sΦ/n = 10⁻⁷ × 1.49 × 10⁶/4 = 0.0373 s⁻¹. Setting the missing coverage to 1 % of θ_J gives

t = (1/k) ln[q(1)/(0.01 θ_J)] = ln(0.175/0.00364)/0.0373 s⁻¹ ≈ 104 s.

At fixed temperature and silanol density this time varies as 1/(sP), so the assumed s sets its scale. The final coverage does not depend on s.

Two neglected processes are small for these inputs. For a straight pore of diameter d = 2 nm and length L = 100 nm, the wall needs πdL·n_cap molecules, with n_cap = 1.46 nm⁻². Free-molecular flow through a long tube delivers about Φ(πd²/4)(4d/3L) per second. The ratio is

t_supply = 3(L/d)² n_cap/Φ = 3 × 2500 × 1.46/(1.49 × 10⁶) s ≈ 0.007 s.

This treats the molecules as points, which is optimistic in so narrow a pore, but the margin to 104 s is a factor of about 10⁴. For thermal detachment, an assumed barrier of 2.5 eV and a prefactor of 10¹³ s⁻¹ give a lost fraction near 10⁻¹² in 104 s. Removal by water or another reagent would follow a different rate.

The geometry matters far more. Each of the following numbers comes from one further simulated sample, with the other settings unchanged:

– If the cap diameter lies between 0.71 and 1.00 nm, so that a cap also blocks the four diagonal neighbours but no others, the coverage falls to 0.187, or 0.75 caps per nm².
– If half the silanols are missing at random, 51 % of those present are capped, but the density falls to 1.02 per nm².
– If the silanols lie at completely random positions, still 4 per nm² on average, and a cap blocks everything within 0.65 nm, the density is 1.06 per nm².

A real glass surface is amorphous, so the square lattice is the assumption that it plainly breaks. The last case lowers the cap density by 27 %, but it lets silanols lie arbitrarily close together; with a minimum spacing of about 0.3 nm the loss is nearer 20 %. It is not a lower bound either: silanols gathered in very close pairs, with the pairs at random positions, act like only 2 random sites per nm², since at most one of each pair can be capped, and they take about 0.9 caps per nm². The density of 4 per nm² is itself high, close to that of a fully hydroxylated silica surface, and a lightly damaged film would have fewer. Surface diffusion of the reagent, pore curvature and reagents that bind two silanols are also left out, and their effect is not estimated here. The rigid blocking distance can also err the other way: trimethylsilyl loadings above 2 per nm² are commonly reported on fully hydroxylated silica, more than even the checkerboard allows in this model. The figure 0.364 therefore belongs to the lattice model; for a real film it shows how steric blocking can leave silanols uncapped, but does not predict how many.
